# The third-order gap between three-dimensional two-phase Hashin-Shtrikman bounds, part 2

A dielectric composite has phase 1 of relative permittivity $k$ and phase 2 of relative permittivity $k+d$ and volume fraction $f$. If only these are known, and the medium is isotropic or cubic, how wide is the range of its effective relative permittivity $k^*$? Absolute permittivities follow on multiplying by $\epsilon_0$.

The indicator $\chi$ is 1 in phase 2 and 0 in phase 1, and $\kappa=k+d\chi$. Angle brackets are periodic-cell averages, the subscript $\mathbf q$ marks Fourier components, and the mean field is the unit vector $\mathbf n$. The tensor

$$
T_{ij}=\sum_{\mathbf q\neq0}|\chi_{\mathbf q}|^2\hat q_i\hat q_j
$$

has trace $f(1-f)$. Isotropy shares it equally among directions, giving the sum rule $\sum_{\mathbf q\ne0}|\chi_{\mathbf q}|^2(\hat{\mathbf q}\cdot\mathbf n)^2=f(1-f)/3$ and

$$
k^*=k+fd-\frac{f(1-f)}{3k}d^2+O(d^3). \tag{1}
$$

A sphere with core $k_c$ (radius $a$) and shell $k_s$ (outer radius $b$) leaves a unit field outside it uniform if the surrounding permittivity is

$$
k_m=k_s+\frac{3ck_s\Delta}{3k_s+(1-c)\Delta}, \tag{2}
$$

with $c=a^3/b^3$ and $\Delta=k_c-k_s$. The core field is $A=B+C/a^3$ and the shell potential is $-(Br+C/r^2)\cos\theta$, where $C/a^3=-\beta B$, $B(1-c\beta)=1$ and $\beta=(k_c-k_s)/(k_c+2k_s)$.

For $d>0$, coated spheres with phase 1 or phase 2 as shell attain, respectively,

$$
k_L=k+fd-\frac{f(1-f)d^2}{X_L},\qquad X_L=3k+(1-f)d, \tag{4}
$$

$$
k_U=k+fd-\frac{f(1-f)d^2}{X_U},\qquad X_U=3(k+d)-fd=3k+(3-f)d. \tag{5}
$$

Their gap, and its form for $|d|\ll k$, are

$$
\boxed{k_U-k_L=\frac{2f(1-f)d^3}{[3k+(1-f)d][3k+(3-f)d]}} \tag{8}
$$

$$
k_U-k_L=\frac{2f(1-f)}{9k^2}d^3+O(d^4). \tag{9}
$$

For periodic trials with mean $\mathbf n$, $\mathbf F$ curl-free and $\mathbf J$ divergence-free,

$$
k^*\le\langle\kappa F^2\rangle . \tag{6}
$$

$$
1/k^*\le\langle J^2/\kappa\rangle . \tag{7}
$$

For a uniform reference permittivity $k_0$ and any trial polarization $\mathbf p$, define

$$
R_{\min}=k_0+2\langle\mathbf p\rangle\cdot\mathbf n
-\left\langle\frac{p^2}{\kappa-k_0}\right\rangle
-\frac1{k_0}\sum_{\mathbf q\ne0}|\hat{\mathbf q}\cdot\mathbf p_{\mathbf q}|^2. \tag{12}
$$

Where $\kappa=k_0$, $\mathbf p=0$ and the local term (the third) is omitted. If $\kappa\ge k_0$ everywhere, $k^*\ge R_{\min}$; if $\kappa\le k_0$ everywhere, $k^*\le R_{\min}$. Suitable choices of $k_0$ and $\mathbf p$ now give the bounds.

### Lower bound

Let $d>0$ and take the smaller permittivity as reference, $k_0=k$. The trial polarization is constant in phase 2 and zero in phase 1: $\mathbf p=P\chi\mathbf n$. Then $\langle\mathbf p\rangle\cdot\mathbf n=fP$, the local term is $fP^2/d$, and the sum rule gives $f(1-f)P^2/3$ for the sum. Hence

$$
k^*\ge k+2fP-fMP^2,\qquad
M=\frac1d+\frac{1-f}{3k}=\frac{X_L}{3kd}.
$$

Setting the derivative $2f-2fMP$ to zero gives $P=1/M$. This is a maximum because $M>0$, and

$$
k^*\ge k+\frac fM=k+\frac{3kfd}{X_L}=k_L .
$$

The last equality is (2) with phase 1 as shell.

### Upper bound

Now take the larger permittivity, $k_0=k+d$, and polarize phase 1: $\mathbf p=Q(1-\chi)\mathbf n$. In that phase $\kappa-k_0=-d$, so the local term in (12) becomes $+(1-f)Q^2/d$. For $\mathbf q\ne0$ the component of $1-\chi$ is $-\chi_{\mathbf q}$, and the sum rule is unchanged. Therefore

$$
k^*\le k+d+(1-f)(2Q+NQ^2),\qquad
N=\frac1d-\frac{f}{3(k+d)}=\frac{X_U}{3d(k+d)} .
$$

Since $N>0$, the right-hand side has a minimum at $Q=-1/N$:

$$
k^*\le k+d-\frac{1-f}{N}
=k+d-\frac{3(1-f)d(k+d)}{X_U}=k_U .
$$

This is (2) with phase 2 as shell. Isotropic mixtures of the two phases therefore lie between $k_L$ and $k_U$, and coated spheres attain both ends. Equation (8) is the width of the possible range, given no geometrical information beyond $f$ and isotropy or cubic symmetry. For $d<0$, exchange the names of the phases.

### The weak-contrast limit

Expand the fluctuation terms using $1/(3k+s)=1/(3k)-s/(9k^2)+O(s^2)$. Both bounds reproduce (1). Their third-order coefficients are

$$
\frac{f(1-f)^2}{9k^2}\quad\text{and}\quad\frac{f(1-f)(3-f)}{9k^2},
$$

whose difference is $2f(1-f)/(9k^2)$. In isotropic or cubic mixtures of given $f$, geometry first enters $k^*$ through this third-order coefficient.

Two cubic structures illustrate the point. A periodic cell is divided into $5\times5\times5$ blocks with integer coordinates from $-2$ to 2. In the first structure, phase 2 fills blocks with no zero coordinate, which join across the cell boundary into isolated cubes. In the second, it fills blocks with one zero coordinate, forming plates, together with the blocks $(\pm1,\pm1,\pm1)$ and $(\pm2,\pm2,\pm2)$. Both have $f=0.512$.

On a grid of $15^3$ points, with $k=1$ and $d=0.01$, the cubes lie 0.062 of the way from the lower to the upper bound and the plates 0.569. When $d$ is reduced from 0.01 to 0.005, the difference between the two permittivities falls with the power 2.993. This tests the third-order dependence in a discrete model. The positions are not converged continuum values: on finer grids they settle near 0.056 for the cubes and 0.571 for the plates.

### Removing isotropy

A laminate shows what isotropy contributes. With the field along the layers, $\mathbf E$ is uniform and the permittivity is the arithmetic mean $k+fd$. Across the layers the displacement is uniform, and the harmonic mean follows:

$$
\frac1{k_\perp}=\frac{1-f}{k}+\frac f{k+d}
=\frac{k+(1-f)d}{k(k+d)} .
$$

The difference is

$$
\begin{aligned}
k_\parallel-k_\perp
&=\frac{(k+fd)[k+(1-f)d]-k(k+d)}{k+(1-f)d}\\
&=\frac{f(1-f)d^2}{k+(1-f)d}.
\end{aligned} \tag{13}
$$

In the numerator $k^2+kd$ cancels. The range is now second order: all of $T$ belongs to the layer normal, so directions no longer share its trace equally. These means also limit the principal permittivities of any anisotropic mixture, as follows from the uniform trials $\mathbf F=\mathbf n$ in (6) and $\mathbf J=\mathbf n$ in (7), with $\mathbf n$ a principal direction.

For $k=1$, $d=1.9$ and $f=0.533$, the grid calculation gives 1.537 across and 2.013 along the layers. The isotropic bounds are 1.782 and 1.896, so the laminate leaves them on both sides.

### An interlayer film before and after cure

Consider an organosilicate film containing an organic porogen, which is removed on cure to leave pores. Rough typical relative permittivities are 2.9 for the matrix, 2.3 for the porogen and 1.0 for empty pores. The matrix is phase 2 with $f=0.70$, and the film is 200 nm thick. Composition and thickness are held fixed on cure, so shrinkage is ignored.

Before cure, $k=2.3$ and $d=0.6$. The average permittivity is $2.3+0.70\times0.6=2.72$, and

$$
\begin{aligned}
X_L&=6.9+0.30\times0.6=7.08,\\
X_U&=6.9+2.30\times0.6=8.28,\\
k_U-k_L&=\frac{2(0.70)(0.30)(0.6)^3}{7.08\times8.28}=0.00155 .
\end{aligned}
$$

The bounds are 2.7093 and 2.7109. The leading term gives

$$
\frac{2(0.70)(0.30)(0.6)^3}{9(2.3)^2}=0.00191,
$$

which is 23 % above the exact gap. The gap itself is 0.06 % of the middle of the bounds.

After cure, $k=1.0$ and $d=1.9$. The average is 2.33, and

$$
\begin{aligned}
X_L&=3+0.30\times1.9=3.57,\\
X_U&=3+2.30\times1.9=7.37,\\
k_U-k_L&=\frac{2(0.70)(0.30)(1.9)^3}{3.57\times7.37}=0.109 .
\end{aligned}
$$

The bounds are 2.118 and 2.227. The cubic term alone would give 0.320, nearly three times the exact gap. Here $d/k=1.9$, and (9) should not be used.

For a parallel-plate capacitor the capacitance per area is $\epsilon_0k^*/t$, with $t$ the film thickness. At the middle of the bounds it is 0.120 fF/µm² before cure and 0.096 fF/µm² after. The gap corresponds to 0.07 aF/µm² before cure and 4.8 aF/µm² after, the latter being 5 % of the middle value. The middle is only a reference point. After cure the lower bound belongs to matrix grains wrapped in empty space, which is not a self-supporting film. At this $f$ a simple cubic array of spherical pores gives about 2.22 and a periodic bicontinuous pore network about 2.20, both in the upper part of the range.

### What limits the prediction in a real film

The inputs lie in the regime of porous organosilicate interlayer dielectrics, for which permittivities of roughly 2 to 2.5 are familiar; a pore fraction of 0.30 is substantial but not extreme. Real films can depart from isotropy, fixed composition and dryness. Before cure, raising the matrix permittivity by 0.05 moves the lower bound by 0.033, about twenty times the gap, so the material data limit the prediction. After cure the same change moves it by 0.025, and a change of 0.01 in matrix fraction moves it by 0.022. Both are then smaller than the gap. Loss of isotropy opens the laminate range (13), which is 0.03 before cure and 0.48 after.

Absorbed water can matter more than pore geometry. Treat the cured film as a uniform host at the middle of its bounds, and add water of rough permittivity 80 in 1 % of the film volume. Equations (4) and (5), applied to host and water, give a rise from 0.06 for droplets to 0.53 for connected films. This is a size estimate, not a three-phase bound: water that replaces air inside the pores can give a rise outside this range. If it lines every pore of the matrix-coated spheres evenly, for example, the rise above the dry value $k_U$ is 0.64. Water on pore walls also need not respond like bulk water. A dry film is therefore a condition for using the two-phase range.

Film surfaces have a smaller effect in this example. Suppose that one layer of thickness 2 nm, the pore size, at each surface departs by the whole laminate range at unchanged composition. The layers fill $4/200=0.02$ of the thickness, which suggests a shift of about 0.01 after cure. Enrichment of a surface in one phase could do more. The use of bulk permittivities for walls and pores only nanometres across is a further assumption, whose effect is not sized here.

Finally, linearity requires the local fields in the matrix to stay well below breakdown. Around a matrix-coated pore $C>0$, and the radial and tangential field amplitudes in the shell, $B-2C/r^3$ and $B+C/r^3$, do not exceed the pore field $A=B+C/a^3$. The pore field therefore bounds the matrix field in this geometry. For a pore as the core of a matrix-coated sphere, the boundary conditions of the first half give $A=(1-\beta)/(1-c\beta)$. Since $1-\beta=3k_s/(k_c+2k_s)$,

$$
A=\frac{3k_s}{3k_s+(1-c)\Delta}
=\frac{3\times2.9}{8.7-0.70\times1.9}=1.18 .
$$

One volt across a 40 nm line spacing gives a mean field of 0.25 MV/cm and a pore field of 0.30 MV/cm. That is about 7 % of a rough breakdown field of 4 MV/cm, which makes linear response a reasonable starting assumption for this uniform-field estimate. Other pore shapes concentrate the matrix field more, to roughly 1.3 times the mean field in a cubic array of spherical pores and roughly 1.5 times in a bicontinuous network, which is still only about a tenth of that breakdown field. Field concentration at line corners is not included. The remaining digits are in the numerical output.

## Table of computed values

```
INPUTS (rough typical values; permittivities relative)
matrix 2.9, porogen 2.3, pore 1.0
matrix volume fraction f = 0.70
film thickness 200 nm, pore size 2 nm
BEFORE CURE: k = 2.3, d = 0.6, d/k = 0.261
  volume average of permittivity = 2.7200
  X_L = 7.080, X_U = 8.280
  lower bound = 2.70932, upper bound = 2.71087
  exact gap = 0.001548, leading term = 0.001905
  leading term / exact gap = 1.231
  gap / middle of bounds = 0.057 %
  capacitance per area at middle = 0.1200 fF/um^2
  gap in capacitance per area = 0.0685 aF/um^2
  laminate range (isotropy lost) = 0.0305
  two surface layers one pore thick, at most about 0.00061
  lower-bound shift, matrix permittivity +0.05: 0.0332
  lower-bound shift, matrix fraction +0.01: 0.0062
AFTER CURE: k = 1.0, d = 1.9, d/k = 1.900
  volume average of permittivity = 2.3300
  X_L = 3.570, X_U = 7.370
  lower bound = 2.11765, upper bound = 2.22714
  exact gap = 0.109490, leading term = 0.320087
  leading term / exact gap = 2.923
  gap / middle of bounds = 5.040 %
  capacitance per area at middle = 0.0962 fF/um^2
  gap in capacitance per area = 4.8472 aF/um^2
  laminate range (isotropy lost) = 0.4829
  two surface layers one pore thick, at most about 0.00966
  lower-bound shift, matrix permittivity +0.05: 0.0246
  lower-bound shift, matrix fraction +0.01: 0.0220
OTHER NEGLECTED EFFECTS AFTER CURE
water: permittivity 80 (rough), 1 % of film volume
  rise of permittivity: 0.061 (droplets) to 0.528 (connected films)
applied field, 1 V across 40 nm = 0.250 MV/cm
  pore field / applied field = 1.180; pore field = 0.295 MV/cm
  pore field / rough breakdown field of 4 MV/cm = 0.074
REACH OF THE CUBIC LAW at f = 0.70, coated-sphere gap, k = 1
  d/k = 0.03: gap = 1.2280e-06, leading/gap = 1.0261
  d/k = 0.10: gap = 4.2915e-05, leading/gap = 1.0874
  d/k = 0.30: gap = 9.9455e-04, leading/gap = 1.2669
  d/k = 1.00: gap = 2.4014e-02, leading/gap = 1.9433
  leading term 10 % too large at d/k = 0.1142
GRID STRUCTURES, 15^3 points, fraction of phase 2 = 0.512
  cubes: position in gap (0 lower, 1 upper) = 0.062 at k=1, d=0.01; 0.065 at k=1, d=1.9
  plates: position in gap (0 lower, 1 upper) = 0.569 at k=1, d=0.01; 0.617 at k=1, d=1.9
  order in d of their difference = 2.993
  laminate, f = 0.533, k=1, d=1.9: across 1.5371, along 2.0133
  isotropic bounds at that f: 1.7822 to 1.8964
```
